Do tetrahedra filling the irreducible wedge weight k points correctly?

**Question**

I integrate over the Brillouin zone of a simple cubic crystal with the linear tetrahedron method. To save work I cut the mesh cubes into six equal tetrahedra each, along the body diagonal that lets them fill the irreducible wedge without gaps or overlaps, and each corner receives a quarter of the volume of every tetrahedron it belongs to. The weights add up to one, so I took them to be correct.

My check is a completely filled s band with first- and second-neighbour hopping of strength t = 1 eV and t′ = 0.2 eV and no on-site term. Its mean energy must vanish. On an 8×8×8 mesh the wedge gives −0.05 eV, while a plain sum over the mesh gives zero. What is wrong with the weights? I am advised to divide the full mesh instead, but then I must choose a diagonal in every cell. Can that choice do harm?

**Answer**

Filling the wedge guarantees the right total volume. It does not guarantee that each point gets a weight proportional to the size of its star, the set of mesh points related to it by symmetry. Your wedge counts Γ twice and X only two thirds as much as it should. Dividing the full periodic mesh with the same diagonal in every cell cures this, but that one fixed diagonal can make equivalent points unequal once the band is partly filled.

**What the weights should be**

Set the lattice constant to 1 and take k = 2πi/n with integer components of i, n even and Γ on the mesh. The step is h = 2π/n. Averages ⟨…⟩ are over the whole zone, and occupations are per spin.

For a lattice vector R, the plain mesh average of exp(ik·R) is a product of three geometric sums. It vanishes unless every component of R is a multiple of n. Equal weights 1/n³ therefore integrate every harmonic exactly if its components are smaller than n in magnitude. For a filled, smooth band these are the weights to aim for, and an irreducible point should carry (star size)/n³.

In a tetrahedron, linear interpolation reads f = Σ λ_i f_i, where the λ_i are the barycentric coordinates. They sum to one and have equal means, so each mean is 1/4. Hence a point's weight is a quarter of the volume of all tetrahedra meeting there, and we need only count them.

**Counting on the full mesh**

Cut each cube into six tetrahedra with corners

0, e_a, e_a + e_b, e_a + e_b + e_c,

one for each order (a,b,c) of the axes. All six contain both ends of the body diagonal. The corner e_a occurs in the two orders that begin with a, and e_a + e_b in the two that end with c. So six tetrahedra meet at each end of the diagonal and two at each other corner.

Eight cubes surround a mesh point. Label them by the direction σ = (±1,±1,±1) in which they lie. With all diagonals along (1,1,1), the point is a diagonal end if the three signs agree. The number of tetrahedra it touches in cube σ is

N(σ) = 3 + σ₁σ₂ + σ₂σ₃ + σ₃σ₁.

Equal signs give 3 + 3 = 6; one different sign gives 3 + 1 − 2 = 2. Summed over the cubes the products cancel, leaving 8·3 = 24. Each tetrahedron is 1/(6n³) of the zone, so the weight is

24 · (1/4) · 1/(6n³) = 1/n³.

The other three diagonals are mirror images of this case and give the same result. The cancellation relies on all cubes using the same diagonal. If the diagonal changes from cube to cube, each cube still gives a point 6 or 2 tetrahedra, but the total need not be 24, and even the filled-band weights can be unequal. The wedge below is such a case.

**Counting in the wedge**

The wedge is 0 ≤ k_z ≤ k_y ≤ k_x ≤ π. The tetrahedra above are regions of fixed order of the coordinates within a cube, so the planes k_x = k_y and k_y = k_z run along their faces. The wedge is filled exactly.

Now unfold it with the 48 cubic operations. Permuting axes maps the cut of the positive octant onto itself. Reflections k_a → −k_a produce the other octants, but they also reflect the diagonals. The unfolded division is therefore not the periodic one.

Look outward from a mesh point into a neighbouring cube, and let τ_a = +1 if the diagonal's direction along axis a, taken pointing away from Γ, leads away from the point, and −1 if it leads towards it. The point again touches 3 + τ₁τ₂ + τ₂τ₃ + τ₃τ₁ tetrahedra. At k_a = 0, τ_a = +1 on both sides of the plane. At k_a = π, it is −1 on both sides. Elsewhere it is +1 on one side and −1 on the other. Call the mean over the two sides s_a:

s_a = +1 at k_a = 0, −1 at k_a = π, 0 otherwise.

The eight cubes combine the sides independently, so the total is 8(3 + s₁s₂ + s₂s₃ + s₃s₁). Dividing by the correct 24 gives

(wedge weight)/(star weight) = 1 + (s₁s₂ + s₂s₃ + s₃s₁)/3.

At Γ and R all products are +1 and the ratio is 2. At X = (π,0,0) and M = (π,π,0) they sum to −1, giving 2/3. On the lines ΓX and MR the ratio is 4/3, and on XM it is 2/3. A point with at most one component equal to 0 or π is weighted correctly, even on a diagonal mirror plane.

At n = 8 the wedge holds 4³ = 64 tetrahedra. Each of its four extreme corners belongs to one of them and gets 1/(4·64) = 0.0039. But the stars of Γ, X, M and R have 1, 3, 3 and 1 members, so the weights should be 1/512 = 0.0020 for Γ and R and 3/512 = 0.0059 for X and M.

**Where your −0.05 eV comes from**

For a function f with cubic symmetry, the wedge sum minus the plain mesh sum is

Δ = (1/n³) Σ_k (1/3) Σ_{a<b} s_a s_b f(k).

For one pair (a,b), the product s_a s_b selects four lines, on which the third component runs over n values. Let F₀₀, F_ππ and F₀π be the mesh averages of f on lines whose two fixed components are (0,0), (π,π) and (0,π). Each pair contributes n(F₀₀ + F_ππ − 2F₀π), and the three pairs are equal by symmetry. Thus

Δ = (F₀₀ + F_ππ − 2F₀π)/n².

Your band is

ε = −2t C₁ − 4t′ C₂,
C₁ = cos k_x + cos k_y + cos k_z,
C₂ = cos k_x cos k_y + cos k_y cos k_z + cos k_z cos k_x.

For C₁ the line averages are 2, −2 and 0, so Δ = 0. For C₂ they are 1, 1 and −1, so Δ = 4/n². The correct mean of both functions is zero, and the wedge therefore returns

mean energy = −16t′/n².

With t′ = 0.2 eV and n = 8 this is −3.2/64 = −0.05 eV, your number. With nearest-neighbour hopping alone, your check would have passed and hidden the fault.

More generally, take cos(lk_x)cos(mk_y)cos(pk_z), made cubic by averaging over permutations, with indices below n. The line average requires the index of the free component to be zero. The other two then give the factor [1 − (−1)^l][1 − (−1)^m], which needs both to be odd. So the wedge misjudges harmonics of type (odd, odd, 0) and no others in this range.

The wedge weights are still a legitimate integration of a piecewise linear function, and they converge as 1/n². What they lose is the much faster convergence of equal weights for a smooth filled band. Another division of the wedge would need its own count; this example shows that filling it is not sufficient.

**The same error seen as curvature**

Linear interpolation is exact for constants and linear functions, so its leading error comes from second derivatives. Take a unit cube with corner counts 6 at the two diagonal ends and 2 elsewhere, 24 in all. The corners with x = 1 have total count 6 + 2 + 2 + 2 = 12, so the interpolated mean of x² is 1/2 instead of 1/3. The term f_xx x²/2 is thus overestimated by f_xx/12. For xy, the contributing corners count 6 + 2 = 8, which gives 1/3 instead of 1/4, an excess of f_xy/12. Restoring the step h, the cube-averaged error is

Df = (h²/12)(f_xx + f_yy + f_zz + f_xy + f_yz + f_zx).

On the full mesh this is a sum of derivatives of a periodic function, and its zone average vanishes. In the unfolded wedge, f_ab is multiplied by the octant signs of k_a and k_b, because the diagonal is reflected. The unmixed terms still average to zero, but the mixed ones do not. In the positive octant,

∫∫ f_xy dk_x dk_y = f(0,0,k_z) + f(π,π,k_z) − f(0,π,k_z) − f(π,0,k_z),

and integrating over k_z from 0 to π gives π(F₀₀ + F_ππ − 2F₀π), with F now the continuous line averages. Eight octants and three pairs contribute

8 · 3 · (h²/12) · π/(2π)³ = h²/(4π²) = 1/n²

times the bracket, which is the earlier result. The misweighting is the curvature error that periodicity no longer cancels.

**Partly filled bands**

Here the occupied part of each tetrahedron must be integrated. Order the corner energies e₁ ≤ e₂ ≤ e₃ ≤ e₄ and let

x_ij = (μ − e_i)/(e_j − e_i).

The Fermi plane cuts edge ij at P_ij, where λ_j = x_ij and λ_i = 1 − x_ij. Volumes below are in units of the tetrahedron's volume and equal the absolute determinant of the corners' barycentric coordinates.

If e₁ < μ ≤ e₂, the occupied part is the tetrahedron (1, P₁₂, P₁₃, P₁₄) with volume v = x₁₂x₁₃x₁₄. The mean of λ_i over it is the mean of its four corner values, so

w_j = v x₁j/4 for j = 2, 3, 4,
w₁ = v(4 − x₁₂ − x₁₃ − x₁₄)/4.

If e₂ < μ ≤ e₃, the occupied part is a prism, which splits into three tetrahedra:

(1, 2, P₁₃, P₁₄), volume x₁₃x₁₄;
(2, P₁₃, P₁₄, P₂₃), volume (1 − x₁₃)x₁₄x₂₃;
(2, P₁₄, P₂₃, P₂₄), volume (1 − x₁₄)x₂₃x₂₄.

The weight w_i is the sum of each volume times the mean of λ_i over its corners. If e₃ < μ ≤ e₄, treat the empty tip at corner 4 as in the first case and subtract its weights from 1/4. A full tetrahedron gives 1/4 to each corner, an empty one nothing.

**How the diagonal breaks symmetry**

Consider A = ⟨g θ(μ − ε)⟩ for some observable g(k). Interpolation changes g by Dg and ε by Dε on average. To leading order, for a smooth curved Fermi surface that samples the cells evenly,

δA = ⟨θ(μ − ε) Dg⟩ − ⟨δ(μ − ε) g Dε⟩.

Write D = ∇·M∇, with M_aa = h²/12 and M_ab = h²/24 for a ≠ b; each mixed derivative occurs twice in the double sum. Since ∇θ(μ − ε) = −δ(μ − ε)∇ε, integrating the first term by parts gives

δA = ⟨δ(μ − ε)[∇ε·M∇g − g ∇·M∇ε]⟩.

A test of symmetry is the difference of the bond orders along (1,1,0) and (1,−1,0):

g = cos(k_x + k_y) − cos(k_x − k_y) = −2 sin k_x sin k_y.

Its true average is zero, because g is odd under k_x → −k_x and ε is even. The diagonal part of M preserves this parity and drops out. So do the off-diagonal terms odd in k_z. With ε_xy = −4t′ sin k_x sin k_y, what remains is

δA = −h² ⟨δ(μ − ε)[(ε_x sin k_x cos k_y + ε_y sin k_y cos k_x)/12 + (2t′/3) sin²k_x sin²k_y]⟩.

The factor 1/12 is 2/24, and 2/3 is 2·4/12. A filled band has no Fermi surface, so its asymmetry vanishes, in agreement with the equal weights.

The opposite limit is a small pocket at Γ, still much wider than h. There ε ≈ ε₀ + ak², with a = t + 4t′, and the last term is of higher order in k. The bracket becomes a(k_x² + k_y²)/6, whose mean over the spherical surface is ak_F²/9 = (μ − ε₀)/9. The density of states is 3ν/[2(μ − ε₀)], where ν is the occupation, so

δA ≈ −h²ν/6.

Each bond order is close to ν in this limit, so the relative asymmetry is about h²/6 in magnitude.

**Reading the numbers**

Take t = 1 eV, t′ = 0.2 eV and μ = −3 eV. For reference, the k_z integral was done analytically and the other two on a fine mesh, giving ν = 0.1352 and a bond order of 0.0535.

At n = 8, one fixed diagonal gives bond orders 0.0444 and 0.0503. Their difference, −0.0059, is 12% of their mean in magnitude. The leading law predicts −0.0068; at n = 32 it gives −0.00042, as found. Within the star of i = (2,1,1) at n = 8, the occupations, in units of the filled-band weight, range from 0.41 to 0.50.

One result may surprise you. At n = 8 the wedge gives ν = 0.1297 and the full mesh 0.1267, so here the wedge is closer to the reference. Set g = 1, so that δν = −⟨δ(μ − ε)Dε⟩. On the full mesh the mixed derivatives average out. On the Fermi surface, using ε = μ to eliminate C₁,

∇²ε = 2tC₁ + 8t′C₂ = −μ + 4t′C₂ ≥ 3 − 0.8 = 2.2 eV,

since C₂ ≥ −1. So ν is underestimated at leading order. In the unfolded wedge the octant signs add −4t′Σ_{a<b}|sin k_a sin k_b| to ∇²ε. The sum becomes −μ + 4t′Σ_{a<b}cos(|k_a| + |k_b|), which is smaller but at least 3 − 2.4 = 0.6 eV. The wedge therefore also underestimates ν, but by less. This is a partial cancellation of two errors. It needs the added term, whose sign is that of −t′, to oppose the Fermi-surface average of ∇²ε. With t′ = −0.2 eV at this μ, or with t′ = 0.2 eV at μ = 2 eV, the two errors add and the wedge is the worse of the two. It is no reason to prefer the wedge.

**When the diagonal does no harm**

In a general cell with edge vectors v₁, v₂, v₃, add v₄ = −(v₁ + v₂ + v₃). Going round a tetrahedron from corner to corner uses all four vectors once, so the six tetrahedra are the six cyclic orders of the four vectors. An edge ±v_i occurs in all six. An edge v_i + v_j requires i and j to be neighbours in the cycle and occurs in four. A symmetry operation must therefore map the set of ±v_i onto itself. Because Σv_i = 0 is the one linear relation among them, all signs must agree. The operation is a permutation of the four vectors, possibly combined with inversion, and it is a rotation or reflection if it preserves their scalar products. The number of operations kept is twice the number of such permutations.

• Simple cubic: v₄ is longer than the other three, which are equivalent. This leaves 3! = 6 permutations and 12 of the 48 operations. The four diagonals are equally long, so choosing the shortest does not help.

• fcc crystal: its reciprocal cell has edges (−1,1,1), (1,−1,1), (1,1,−1). With the shortest diagonal, (1,1,1), v₄ = −(1,1,1). All four vectors have squared length 3 and mutual products −1, so all 24 permutations work and all 48 operations survive. Each longer diagonal keeps 4.

• bcc crystal: the edges are (0,1,1), (1,0,1), (1,1,0). The longest diagonal, (2,2,2), treats them alike and keeps 12 operations. Each of the three shortest keeps 4. The shortest diagonal is here the less symmetric choice, but it is the more accurate one. In a general cell the curvature operator is D = (1/24)Σ_i (v_i·∇)², summed over all four vectors. For totals with cubic symmetry its leading error therefore scales with Σ|v_i|², which is 6 + 12 = 18 for the longest diagonal and 6 + 4 = 10 for the shortest. Star averaging, described next, restores the symmetry in either case.

**What to do**

Compute energies at the irreducible points, copy them to the full periodic mesh, and cut that mesh with one diagonal throughout. Then replace each occupation weight by its average over the star. For simple cubic this equals averaging over the four diagonals: the 48 operations carry the chosen diagonal to each of the four equally often, 12 times. Totals of invariant quantities do not change, and the two bond orders become equal.

Averaging does not remove the curvature error. The repaired bond order at n = 8 is 0.0473, still 11% below the reference; at n = 32 it is 0.0531, 0.7% below. The full-mesh error in ν falls by a factor 4.1 from n = 16 to n = 32, close to the 4 expected of an h² law. The numerical output below lists the values for each mesh.

Computed results

```
Wedge points at n=8: 35; tetrahedra: 64
point, index i, star size, star weight, wedge weight, ratio
Gamma    (0, 0, 0)  1 0.001953 0.003906 2.0000
X        (4, 0, 0)  3 0.005859 0.003906 0.6667
M        (4, 4, 0)  3 0.005859 0.003906 0.6667
R        (4, 4, 4)  1 0.001953 0.003906 2.0000
Gamma-X  (1, 0, 0)  6 0.011719 0.015625 1.3333
X-M      (4, 1, 0) 12 0.023438 0.015625 0.6667
M-R      (4, 4, 1)  6 0.011719 0.015625 1.3333
general  (3, 2, 1) 48 0.093750 0.093750 1.0000
Model: t=1.0 eV, t'=0.2 eV, mu=-3.0 eV
Reference occupation 0.135163, (110) bond order 0.053461
n=8: filled-band energy, wedge -0.050000 eV, full 0.000000 eV
  occupation: wedge 0.129735, full 0.126740
  bond orders: (1,1,0) 0.044380, (1,-1,0) 0.050290
  asymmetry -0.005911, leading law -0.006768
  star-averaged bond order 0.047335
n=16: filled-band energy, wedge -0.012500 eV, full 0.000000 eV
  occupation: wedge 0.133654, full 0.132903
  bond orders: (1,1,0) 0.051047, (1,-1,0) 0.052700
  asymmetry -0.001654, leading law -0.001692
  star-averaged bond order 0.051873
n=32: filled-band energy, wedge -0.003125 eV, full 0.000000 eV
  occupation: wedge 0.134804, full 0.134615
  bond orders: (1,1,0) 0.052850, (1,-1,0) 0.053272
  asymmetry -0.000422, leading law -0.000423
  star-averaged bond order 0.053061
Full-mesh occupation error ratio, n=16 to 32: 4.119
n=8 star of (2,1,1): occupation from 0.413348 to 0.504537
Crystal: squared diagonal length (2pi/(a n))^2 -> operations of 48
  simple cubic: 3->12, 3->12, 3->12, 3->12
  fcc: 3->48, 11->4, 11->4, 11->4
  bcc: 12->12, 4->4, 4->4, 4->4
```
